# Is the Hall mobility of a film its drift mobility?: a numerical check

```python
# Result under test: for nondegenerate carriers in an isotropic parabolic band,
# scattered by acoustic phonons in a weak magnetic field,
#     Hall mobility / drift mobility = <tau^2>/<tau>^2 = 3 pi/8.
# Symbols: tau = momentum relaxation time, x = E/kT, <f> = average of f with
# weight x^(3/2) exp(-x); r = Hall factor; eta = Fermi level/kT from band edge.
# The example is a lightly doped n-type silicon film with rough parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, expit

e, hbar, kB = const.e, const.hbar, const.k
m0, eps0 = const.m_e, const.epsilon_0
pi = np.pi

# ---- energy quadrature, x = u^2 removes the square-root behaviour at x = 0
gl_node, gl_weight = np.polynomial.legendre.leggauss(400)
u = 4.0 * (gl_node + 1.0)
du = 4.0 * gl_weight
x = u**2
thermal = 2 * u * du * x**1.5 * np.exp(-x) / gamma(2.5)


def transport(tau, cyclotron=0.0, weight=thermal):
    """Return <tau/(1+w^2 tau^2)> and the Hall factor at cyclotron frequency w."""
    damping = 1 + (cyclotron * tau)**2
    along = np.sum(weight * tau / damping)
    across = np.sum(weight * tau**2 / damping)
    return along, across / (along**2 + (cyclotron * across)**2)


# ---- independent solution of the Boltzmann equation on an angular grid
def collision_solution(exponent, cyclotron):
    """Keep in-scattering explicitly; tau = x^exponent is the inverse out-rate."""
    cosines, cosine_weights = np.polynomial.legendre.leggauss(3)
    n_phi = 7
    phi = 2 * pi * np.arange(n_phi) / n_phi
    sines = np.sqrt(1 - cosines**2)
    direction = np.array([np.outer(sines, np.cos(phi)).ravel(),
                          np.outer(sines, np.sin(phi)).ravel()])
    solid = np.repeat(cosine_weights / 2, n_phi) / n_phi
    size = solid.size
    frequency = np.fft.fftfreq(n_phi, 1 / n_phi)
    derivative = np.real(np.fft.ifft(
        1j * frequency[:, None] * np.fft.fft(np.eye(n_phi), axis=0), axis=0))
    rotation = np.kron(np.eye(3), derivative)
    out_minus_in = np.eye(size) - np.outer(np.ones(size), solid)
    nodes, weights = np.polynomial.legendre.leggauss(70)
    speed = 4 * (nodes + 1)
    energy = speed**2
    energy_weight = (8 * speed * weights * energy**1.5
                     * np.exp(-energy) / gamma(2.5))
    sigma = np.zeros((2, 2))
    for en, wt in zip(energy, energy_weight):
        operator = out_minus_in / en**exponent + cyclotron * rotation
        response = np.linalg.lstsq(operator, direction.T, rcond=1e-12)[0]
        sigma += wt * 3 * (direction * solid) @ response
    resistivity = np.linalg.inv(sigma)
    return sigma[0, 0], abs(resistivity[0, 1]) / cyclotron


grid_results = {}
for s in (-0.5, 0.0, 1.5):
    grid_mobility, grid_r = collision_solution(s, 1e-4)
    closed_r = gamma(2.5 + 2*s) * gamma(2.5) / gamma(2.5 + s)**2
    assert abs(grid_r / closed_r - 1) < 1e-4
    assert abs(grid_mobility / (gamma(2.5 + s) / gamma(2.5)) - 1) < 1e-4
    grid_results[s] = grid_r
r_ac = 3 * pi / 8
assert abs(grid_results[-0.5] / r_ac - 1) < 1e-5
assert abs(grid_results[1.5] / (315 * pi / 512) - 1) < 1e-4

# ---- magnetic-field dependence, including the non-analytic cubic term
b = 0.01
numeric_drop = transport(1 / u, b)[1] / r_ac - 1
series_drop = -pi / 4 * b**2 + 2 * np.sqrt(pi) * b**3
assert abs(numeric_drop - series_drop) < 40 * b**4  # next term is b^4 log(b)
# mean tau/tau0 is evaluated numerically to relate b to Hall mobility times B
mean_reduced_tau = transport(1 / u)[0]
assert abs((r_ac * mean_reduced_tau)**2 - pi / 4) < 1e-8
assert abs(transport(1 / u, 1e3)[1] - 1) < 1e-4


def degenerate_r(eta):
    occupation = expit(eta - x)
    weight = 2 * u * du * x**1.5 * occupation * (1 - occupation)
    return transport(1 / u, 0.0, weight / weight.sum())[1]


assert abs((degenerate_r(20) - 1) / (pi**2 / (12 * 20**2)) - 1) < 0.1

# ---- rough silicon parameters and the chosen film
m_long, m_trans = 0.92, 0.19
mass_ratio_dos = (m_long * m_trans**2)**(1 / 3)
mass = mass_ratio_dos * m0
mass_cond = 3 / (1 / m_long + 2 / m_trans)
deformation = 9.5 * e
elastic = 1.66e11
density = 2330.0
sound = np.sqrt(elastic / density)
permittivity = 11.7 * eps0
phonon_energy = 0.060 * e
intervalley_coupling = 1.2e11 * e
T = 100.0
carriers = 1e20
thickness, width = 20e-6, 1e-3
current, field = 10e-6, 0.02


def dos(energy):
    return ((2 * mass)**1.5 * np.sqrt(np.maximum(energy, 0))
            / (4 * pi**2 * hbar**3))


def acoustic_rate(energy, temp):
    return 2 * pi / hbar * deformation**2 * kB * temp / elastic * dos(energy)


q_node, q_weight = np.polynomial.legendre.leggauss(60)


def inelastic_rate(energy, temp, speed_of_sound):
    """Momentum-loss rate from all phonons, with Bose factors and energy change."""
    k = np.sqrt(2 * mass * energy) / hbar
    ratio = mass * speed_of_sound / (hbar * k)
    total = 0.0
    for emission in (0, 1):
        if emission and ratio >= 1:
            continue
        low = 0.0 if emission else max(0.0, 2 * k * (ratio - 1))
        high = 2 * k * (1 - ratio if emission else 1 + ratio)
        q = low + (high - low) * (q_node + 1) / 2
        bose = 1 / np.expm1(hbar * speed_of_sound * q / (kB * temp))
        sign = 1 if emission else -1
        loss = q**2 / (2 * k**2) + sign * q * ratio / k
        total += (high - low) / 2 * np.sum(
            q_weight * q**2 * (bose + emission) * loss)
    return (deformation**2 * mass * speed_of_sound
            / (4 * pi * elastic * hbar**2 * k) * total)


def mobility_formula(temp):
    return (2 * np.sqrt(2 * pi) * e * hbar**4 * elastic
            / (3 * mass**2.5 * (kB * temp)**1.5 * deformation**2))


# Slow sound at fixed elastic constant is the elastic, many-phonon limit.
for temp in (100.0, 300.0):
    slow = np.array([inelastic_rate(en, temp, sound / 1000)
                     for en in x * kB * temp])
    slow_mean, slow_r = transport(1 / slow)
    assert abs(e * slow_mean / mass / mobility_formula(temp) - 1) < 1e-3
    assert abs(slow_r / r_ac - 1) < 1e-3
for reduced in (0.5, 4.0):
    en = reduced * kB * T
    assert abs(inelastic_rate(en, T, sound / 1000)
               / acoustic_rate(en, T) - 1) < 1e-3


def intervalley_rate(energy, temp):
    bose = 1 / np.expm1(phonon_energy / (kB * temp))
    strength = pi * intervalley_coupling**2 * hbar / (density * phonon_energy)
    return strength * (bose * dos(energy + phonon_energy)
                       + (bose + 1) * dos(energy - phonon_energy))


def impurity_rate(energy, temp):
    screening_sq = e**2 * carriers / (permittivity * kB * temp)
    beta = 8 * mass * energy / (hbar**2 * screening_sq)
    return (carriers * e**4 * (np.log1p(beta) - beta / (1 + beta))
            / (16 * np.sqrt(2) * pi * permittivity**2
               * np.sqrt(mass) * energy**1.5))


# Direct angular integral of the Born cross-section for screened donors.
test_energy = 2 * kB * T
test_k = np.sqrt(2 * mass * test_energy) / hbar
kappa_sq = e**2 * carriers / (permittivity * kB * T)


def angular_integrand(log_z):
    z = np.exp(log_z)  # z = 1 - cosine of scattering angle
    potential = e**2 / (permittivity * (2 * test_k**2 * z + kappa_sq))
    cross_section = (mass * potential / (2 * pi * hbar**2))**2
    return 2 * pi * cross_section * z * z * 1e12


angular = quad(angular_integrand, np.log(1e-12), np.log(2), limit=200)[0] / 1e12
direct_impurity = carriers * hbar * test_k / mass * angular
assert abs(direct_impurity / impurity_rate(test_energy, T) - 1) < 1e-5


# ---- ellipsoidal valleys: add conductivity tensors, then invert their sum
def valley_tensor(relaxation_ratio):
    small_field = 1e-5
    cross = small_field * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
    sigma = np.zeros((3, 3))
    for axis in range(3):
        masses = np.full(3, m_trans)
        masses[axis] = m_long
        relaxation = np.ones(3)
        relaxation[axis] = relaxation_ratio
        inverse_mass = np.diag(1 / masses)
        matrices = (u[:, None, None] * np.diag(1 / relaxation)
                    + inverse_mass @ cross)
        path = np.linalg.inv(matrices) @ inverse_mass
        sigma += np.sum(thermal[:, None, None] * path, axis=0) / 3
    return sigma[0, 0], abs(np.linalg.inv(sigma)[0, 1]) / small_field


def anisotropy_factor(K):
    return 3 * K * (K + 2) / (2 * K + 1)**2


K_mass = m_long / m_trans
for relaxation_ratio in (1.0, 0.7):
    tensor_sigma, tensor_r = valley_tensor(relaxation_ratio)
    predicted = r_ac * anisotropy_factor(K_mass / relaxation_ratio)
    assert abs(tensor_r / predicted - 1) < 1e-5
    if relaxation_ratio == 1.0:
        assert abs(tensor_sigma * mass_cond / mean_reduced_tau - 1) < 1e-6
shape = anisotropy_factor(K_mass)
r_ellipsoid = shape * r_ac
r_ellipsoid_tau = anisotropy_factor(K_mass / 0.7) * r_ac

# ---- generate the film measurement, then interpret it as a laboratory would
tau_film = 1 / acoustic_rate(x * kB * T, T)
mean_tau, r_zero = transport(tau_film)
mu_drift = e * mean_tau / mass
assert abs(mu_drift / mobility_formula(T) - 1) < 1e-6
r_film = transport(tau_film, e * field / mass)[1]
sheet_resistance = 1 / (carriers * e * mu_drift * thickness)
hall_voltage = r_film * current * field / (carriers * e * thickness)
density_hall = current * field / (e * thickness * hall_voltage)
mu_hall = hall_voltage / (current * field * sheet_resistance)
assert abs(mu_hall / mu_drift / r_ac - 1) < 2e-3  # finite-field correction

print("INPUTS: n-type Si film, rough typical parameters")
print(f"temperature = {T:.0f} K; electron density = {carriers/1e6:.2e} cm^-3")
print(f"thickness = {thickness*1e6:.0f} um; width = {width*1e3:.1f} mm")
print(f"current = {current*1e6:.0f} uA; magnetic field = {field:.2f} T")
print(f"m_l = {m_long:.2f} m0; m_t = {m_trans:.2f} m0")
print(f"spherical stand-in mass = {mass/m0:.4f} m0")
print(f"conductivity mass of ellipsoids = {mass_cond:.4f} m0")
print(f"deformation potential = {deformation/e:.1f} eV")
print(f"elastic constant = {elastic/1e9:.0f} GPa; density = {density/1000:.2f} g/cm^3")
print(f"relative permittivity = {permittivity/eps0:.1f}")
print(f"effective intervalley phonon = {phonon_energy/e*1000:.0f} meV")
print(f"intervalley coupling = {intervalley_coupling/e/100:.1e} eV/cm")
print("HALL FACTORS FROM COLLISION-INTEGRAL GRID (dimensionless)")
print(f"acoustic, tau ~ E^-1/2: {grid_results[-0.5]:.6f}; 3pi/8 = {r_ac:.6f}")
print(f"constant tau: {grid_results[0.0]:.6f}")
print(f"tau ~ E^3/2: {grid_results[1.5]:.5f}")
print("SPHERICAL-VALLEY FILM")
print(f"mean relaxation time = {mean_tau*1e12:.4f} ps")
print(f"drift mobility = {mu_drift*1e4:.1f} cm^2/Vs")
print(f"Hall voltage magnitude = {hall_voltage*1e3:.4f} mV")
print(f"sheet resistance = {sheet_resistance:.1f} ohm/square")
print(f"Hall density = {density_hall/1e6:.4e} cm^-3")
print(f"Hall mobility = {mu_hall*1e4:.1f} cm^2/Vs")
print(f"mobility ratio at this field = {mu_hall/mu_drift:.5f}")
print(f"density error = {(density_hall/carriers-1)*100:.2f} %")
print(f"mobility error = {(mu_hall/mu_drift-1)*100:.2f} %")
print(f"Hall mobility times B = {mu_hall*field:.5f}")
for test_field in (0.5, 5.0):
    field_r = transport(tau_film, e * test_field / mass)[1]
    print(f"classical Hall factor at {test_field:.1f} T = {field_r:.4f}")
print(f"cyclotron quantum/kT at 5 T = {hbar*e*5/mass/(kB*T):.3f}")
print("ELLIPSOIDAL SILICON VALLEYS, ACOUSTIC SCATTERING")
print(f"K = {K_mass:.3f}; shape factor = {shape:.4f}")
print(f"Hall factor, isotropic tau = {r_ellipsoid:.4f}")
print(f"Hall factor, tau_l/tau_t = 0.7: {r_ellipsoid_tau:.4f}")
print(f"drift mobility with ellipsoids = {e*mean_tau/(mass_cond*m0)*1e4:.0f} cm^2/Vs")
print(f"drift error if Hall value is divided by 3pi/8 = {(shape-1)*100:.1f} %")
print("OTHER SCATTERING: mu uses ellipsoid conductivity mass")
print("r_sph = spherical Hall factor; r_ell = with shape factor")
for temp in (100.0, 300.0):
    energies = x * kB * temp
    acoustic = acoustic_rate(energies, temp)
    valley = intervalley_rate(energies, temp)
    impurity = impurity_rate(energies, temp)
    for label, rate in (("acoustic", acoustic),
                        ("acoustic+intervalley", acoustic + valley),
                        ("acoustic+donors", acoustic + impurity),
                        ("all three", acoustic + valley + impurity)):
        average, factor = transport(1 / rate)
        assert factor > 1
        mobility = e * average / (mass_cond * m0) * 1e4
        print(f"{temp:.0f} K {label}: mu={mobility:.0f} cm^2/Vs, "
              f"r_sph={factor:.4f}, r_ell={factor*shape:.4f}")

real_rate = np.array([inelastic_rate(en, T, sound) for en in x * kB * T])
real_mean, real_r = transport(1 / real_rate)
band_density = 12 * (mass * kB * T / (2 * pi * hbar**2))**1.5
eta_film = np.log(carriers / band_density)
neutral = 1 / (1 + 0.5 * np.exp(-0.045 * e / (kB * T) - eta_film))
depletion = np.sqrt(2 * permittivity * 0.5 / (e * carriers))
depth = np.linspace(0, depletion, 2001)
electric = e * carriers * (depletion - depth) / permittivity
voltage_drop = np.sum((electric[1:] + electric[:-1]) * np.diff(depth)) / 2
assert abs(voltage_drop - 0.5) < 1e-9
drive_field = current * sheet_resistance / width
print("OTHER NEGLECTED EFFECTS AT 100 K")
print(f"inelastic phonons: mobility {(real_mean/mean_tau-1)*100:+.2f} %, r = {real_r:.4f}")
print(f"eta = {eta_film:.2f}; change of r by degeneracy = {degenerate_r(eta_film)/r_ac-1:.1e}")
print(f"acoustic Hall factor at eta = 10: {degenerate_r(10):.4f}")
print(f"neutral donors (45 meV binding) = {neutral*100:.2f} %")
print(f"depletion at 0.5 V = {depletion*1e6:.2f} um = {depletion/thickness*100:.1f} % of film")
print(f"drive field = {drive_field/100:.3f} V/cm; drift/sound speed = {mu_drift*drive_field/sound:.5f}")
print("ALL CHECKS PASSED")
```

Output:

```
INPUTS: n-type Si film, rough typical parameters
temperature = 100 K; electron density = 1.00e+14 cm^-3
thickness = 20 um; width = 1.0 mm
current = 10 uA; magnetic field = 0.02 T
m_l = 0.92 m0; m_t = 0.19 m0
spherical stand-in mass = 0.3214 m0
conductivity mass of ellipsoids = 0.2583 m0
deformation potential = 9.5 eV
elastic constant = 166 GPa; density = 2.33 g/cm^3
relative permittivity = 11.7
effective intervalley phonon = 60 meV
intervalley coupling = 1.2e+09 eV/cm
HALL FACTORS FROM COLLISION-INTEGRAL GRID (dimensionless)
acoustic, tau ~ E^-1/2: 1.178097; 3pi/8 = 1.178097
constant tau: 1.000000
tau ~ E^3/2: 1.93281
SPHERICAL-VALLEY FILM
mean relaxation time = 1.8220 ps
drift mobility = 9969.2 cm^2/Vs
Hall voltage magnitude = 0.7349 mV
sheet resistance = 3130.4 ohm/square
Hall density = 8.4925e+13 cm^-3
Hall mobility = 11738.9 cm^2/Vs
mobility ratio at this field = 1.17752
density error = -15.08 %
mobility error = 17.75 %
Hall mobility times B = 0.02348
classical Hall factor at 0.5 T = 1.1033
classical Hall factor at 5.0 T = 1.0050
cyclotron quantum/kT at 5 T = 0.209
ELLIPSOIDAL SILICON VALLEYS, ACOUSTIC SCATTERING
K = 4.842; shape factor = 0.8707
Hall factor, isotropic tau = 1.0257
Hall factor, tau_l/tau_t = 0.7: 0.9907
drift mobility with ellipsoids = 12405 cm^2/Vs
drift error if Hall value is divided by 3pi/8 = -12.9 %
OTHER SCATTERING: mu uses ellipsoid conductivity mass
r_sph = spherical Hall factor; r_ell = with shape factor
100 K acoustic: mu=12405 cm^2/Vs, r_sph=1.1781, r_ell=1.0257
100 K acoustic+intervalley: mu=12210 cm^2/Vs, r_sph=1.1793, r_ell=1.0268
100 K acoustic+donors: mu=11538 cm^2/Vs, r_sph=1.0814, r_ell=0.9416
100 K all three: mu=11371 cm^2/Vs, r_sph=1.0869, r_ell=0.9464
300 K acoustic: mu=2387 cm^2/Vs, r_sph=1.1781, r_ell=1.0257
300 K acoustic+intervalley: mu=1590 cm^2/Vs, r_sph=1.2851, r_ell=1.1189
300 K acoustic+donors: mu=2372 cm^2/Vs, r_sph=1.1546, r_ell=1.0053
300 K all three: mu=1584 cm^2/Vs, r_sph=1.2762, r_ell=1.1111
OTHER NEGLECTED EFFECTS AT 100 K
inelastic phonons: mobility +1.75 %, r = 1.1635
eta = -10.87; change of r by degeneracy = -1.1e-06
acoustic Hall factor at eta = 10: 1.0081
neutral donors (45 meV binding) = 0.70 %
depletion at 0.5 V = 2.54 um = 12.7 % of film
drive field = 0.313 V/cm; drift/sound speed = 0.00370
ALL CHECKS PASSED
```
